# Designing pulses for enantiomer-selective transfer in a three-level chiral rotor

## Problem

A chiral molecule is modelled as a rigid asymmetric top with rotational constants $A>B>C$, given as frequencies. Its principal axes $a,b,c$ form a right-handed set, and all three permanent-dipole components along them are nonzero. Write $\boldsymbol\mu_g=\mu_g\hat{\mathbf g}$ for the component vector along body axis $g$, and define

$$\chi=\operatorname{sgn}[\boldsymbol\mu_a\cdot(\boldsymbol\mu_b\times\boldsymbol\mu_c)]=\operatorname{sgn}(\mu_a\mu_b\mu_c).$$

Reflecting the molecule in its $ab$ plane preserves the moments of inertia and reverses $\mu_c$. The enantiomers therefore have equal rotational constants and opposite $\chi$.

Three successive resonant pulses with mutually orthogonal linear polarizations $\mathbf e_1,\mathbf e_2,\mathbf e_3$ drive a closed loop of levels: $0$ ($J=0$), $a$ and $b$ (both $J=1$). Pulse 1 drives $0\leftrightarrow a$, pulse 2 drives $a\leftrightarrow b$ and pulse 3 drives $0\leftrightarrow b$. All molecules start in $J=0$, relaxation is negligible, and the sample is small compared with the wavelengths.

1. Find the three transition dipoles, including signs and orientational degeneracy.
2. Find the final population of $b$ for arbitrary pulse areas and phases.
3. Choose pulses that send one enantiomer completely to $b$ and return the other completely to $0$.
4. Evaluate the design for $A,B,C=8,5,3$ GHz, $|\mu_a|,|\mu_b|,|\mu_c|=1.2,0.8,1.0$ D and $\sin^2$ pulses of 200 ns. These are model parameters; GHz, debye and V/m suit them better than atomic units.

## Hints

**Hint 1.** Let $R_{Fg}$ be the cosine between lab axis $F$ and body axis $g$. The nine functions $\sqrt3R_{Fg}$ are a real basis for $J=1$.

**Hint 2.** Averages over orientation must be invariant under separate rotations of the lab and body axes. This fixes their tensor form, and one contraction fixes the constant.

**Hint 3.** One transition dipole can have its sign changed by redefining a state. Look at the product around the loop.

**Hint 4.** Level $b$ is reached by two paths, $0\to b$ and $0\to a\to b$. Make them equally strong and let them interfere.

## Full solution

### 1. States and transition dipoles

A rotation about body axis $g$ leaves that axis fixed, so $J_gR_{Fg}=0$ for the body component $J_g$ of angular momentum in units of $\hbar$. A rotation by $\alpha$ about either other body axis turns $R_{Fg}$ into $R_{Fg}\cos\alpha$ plus a $\sin\alpha$ term. Its second derivative at $\alpha=0$ is $-R_{Fg}$, so the square of that angular-momentum component is 1. With $H_0/h=AJ_a^2+BJ_b^2+CJ_c^2$, the levels labelled by their body axis are

$$E_a/h=B+C,\qquad E_b/h=A+C,\qquad E_c/h=A+B.$$

Each has three orientational states $|g,F\rangle=\sqrt3R_{Fg}$. The ground state is $|0\rangle=1$, with averages normalized to unity.

By Hint 2, $\langle R_{Fg}R_{F'g'}\rangle=k_2\delta_{FF'}\delta_{gg'}$. Setting $F=F'$, $g=g'$ and summing gives $3$ on the left and $9k_2$ on the right, so $k_2=1/3$. Likewise the triple average is $k_3\epsilon_{FF'F''}\epsilon_{gg'g''}$. Contracting with the same two symbols gives $6\det R=6$ on the left and $36k_3$ on the right, so $k_3=1/6$.

The lab dipole is $\mu_F=\sum_g\mu_gR_{Fg}$. Hence

$$\langle g,F|\mu_{F'}|0\rangle=\sqrt3\,\frac{\mu_g}{3}\delta_{FF'}=\frac{\mu_g}{\sqrt3}\delta_{FF'},$$

$$\langle g,F|\mu_{F''}|g',F'\rangle=\frac12\sum_{g''}\mu_{g''}\epsilon_{FF''F'}\epsilon_{gg''g'},$$

where the factor in the second line is $3\times\frac16$.

Pulse 1 takes $|0\rangle$ to $|a,\mathbf e_1\rangle$. Pulse 2, polarized along $\mathbf e_2$, takes this state to $|b,\mathbf e_3\rangle$, because the lab $\epsilon$ symbol requires three different axes. Pulse 3 joins $|b,\mathbf e_3\rangle$ to $|0\rangle$. If other transitions are far from resonance, three states suffice despite the degeneracy.

Let $\eta=\mathbf e_1\cdot(\mathbf e_2\times\mathbf e_3)=\pm1$. For the second element, $\epsilon_{bca}=+1$ and the lab factor is $\mathbf e_3\cdot(\mathbf e_2\times\mathbf e_1)=-\eta$. Thus

$$d_1=\frac{\mu_a}{\sqrt3},\quad d_2=-\frac{\eta\mu_c}{2},\quad d_3=\frac{\mu_b}{\sqrt3},\qquad d_1d_2d_3=-\frac{\eta\,\mu_a\mu_b\mu_c}{6}.$$

Redefining the sign of a state changes two of the $d_k$ and leaves their product unchanged. Turning the body axes by $\pi$ about one of them reverses two $\mu_g$, again without changing the product. With $s_k=\operatorname{sgn}d_k$, the quantity available to the experiment is

$$s_1s_2s_3=-\eta\chi.$$

If a chiral molecule has a twofold axis, its dipole lies along that axis. The triple product then vanishes and this loop is unavailable.

### 2. The three pulses

Take $H=H_0-\boldsymbol\mu\cdot\mathbf E$, with fields $\mathbf e_k\mathcal E_k(t)\cos(\omega_kt+\phi_k)$, $\mathcal E_k\ge0$, all referred to one clock. For lower state $l$ and upper state $u$, the interaction-picture operator $|u\rangle\langle l|$ carries $e^{i\omega_kt}$. Only the part $\frac12e^{-i(\omega_kt+\phi_k)}$ of the cosine cancels this rotation. Dropping the rapidly oscillating part gives

$$H_k=-\frac{|d_k|\mathcal E_k}{2}G_k,\qquad G_k=s_k\left(e^{-i\phi_k}|u\rangle\langle l|+e^{i\phi_k}|l\rangle\langle u|\right).$$

On these two states $G_k^2=1$. With the pulse area $\theta_k=|d_k|\int\mathcal E_k\,dt/\hbar$, the exponential series therefore sums to

$$U_k=e^{i\theta_kG_k/2}=\cos\frac{\theta_k}{2}+iG_k\sin\frac{\theta_k}{2}.$$

Abbreviate $C_k=\cos(\theta_k/2)$ and $S_k=\sin(\theta_k/2)$. After pulse 1 the state is

$$C_1|0\rangle+is_1S_1e^{-i\phi_1}|a\rangle.$$

Pulse 2 leaves $|0\rangle$ alone and turns $|a\rangle$ into $C_2|a\rangle+is_2S_2e^{-i\phi_2}|b\rangle$. The amplitude in $b$ is then $-s_1s_2S_1S_2e^{-i(\phi_1+\phi_2)}$. Pulse 3 multiplies this by $C_3$ and adds the direct path from $|0\rangle$:

$$c_b=is_3C_1S_3e^{-i\phi_3}-s_1s_2S_1S_2C_3e^{-i(\phi_1+\phi_2)}.$$

Define $\Phi=\phi_1+\phi_2-\phi_3$. The interference term in $|c_b|^2$ is

$$-2s_1s_2s_3C_1S_1S_2C_3S_3\operatorname{Re}(ie^{i\Phi})=2s_1s_2s_3C_1S_1S_2C_3S_3\sin\Phi.$$

Using $2C_kS_k=\sin\theta_k$ for $k=1,3$ and $s_1s_2s_3=-\eta\chi$,

$$P_b=C_1^2S_3^2+S_1^2S_2^2C_3^2-\frac12\eta\chi\sin\theta_1\sin\frac{\theta_2}{2}\sin\theta_3\sin\Phi.$$

Moving the clock by $\tau$ changes $\Phi$ by $(\omega_1+\omega_2-\omega_3)\tau$. This is zero because $(B+C)+(A-B)=A+C$.

### 3. The design

The first two terms are the same for both enantiomers, so

$$P_b(\chi=1)-P_b(\chi=-1)=-\eta\sin\theta_1\sin\frac{\theta_2}{2}\sin\theta_3\sin\Phi.$$

Complete selection needs a difference of magnitude one, and hence every sine must have magnitude one. The smallest positive areas are

$$\theta_1=\frac\pi2,\qquad\theta_2=\pi,\qquad\theta_3=\frac\pi2.$$

For them $C_1^2S_3^2=S_1^2S_2^2C_3^2=\frac14$. Since $C_2=0$, level $a$ is empty after pulse 2, and

$$\boxed{P_b=\frac12\left(1-\eta\chi\sin\Phi\right),\qquad P_0=1-P_b.}$$

Choose $\eta\sin\Phi=-1$ to send $\chi=+1$ to $b$ and return $\chi=-1$ to $0$. Choose $\eta\sin\Phi=+1$ for the opposite assignment. The sign of the triple product thus selects the phase; it does not replace phase control. At $\sin\Phi=0$ both enantiomers have $P_b=\frac12$.

The physical reason is visible by reversing all three dipole components, which turns one enantiomer into the other. In $-\boldsymbol\mu\cdot\mathbf E$ this is equivalent to $\mathbf E\to-\mathbf E$. Each $\phi_k$ shifts by $\pi$, hence $\Phi$ shifts by $\pi+\pi-\pi=\pi$, and $\sin\Phi$ reverses.

If the polarizations are coplanar, $-\mathbf E$ is also $\mathbf E$ rotated by $\pi$ about the normal to their plane. The initial $J=0$ state is isotropic and total level populations do not depend on orientation. The enantiomers must then have equal populations.

Small errors enter quadratically. A phase error $\delta$ gives the wanted transfer $\frac12(1+\cos\delta)\simeq1-\delta^2/4$. If all areas are too large by a fraction $\varepsilon$, the population difference is $\cos^3(\pi\varepsilon/2)\simeq1-3\pi^2\varepsilon^2/8$. A 5% error therefore costs about 0.9% of the ideal difference.

### 4. Numerical evaluation

The frequencies are $B+C=8$ GHz, $A-B=3$ GHz and $A+C=11$ GHz. Use polarizations $x,y,z$, so $\eta=1$, and phases $0,0,\pi/2$, so $\Phi=-\pi/2$.

Take all $\mu_g$ positive for $\chi=+1$. Then

$$d_1=\frac{1.2}{\sqrt3}=0.6928\ \mathrm D,\quad d_2=-\frac{1.0}{2}=-0.5000\ \mathrm D,\quad d_3=\frac{0.8}{\sqrt3}=0.4619\ \mathrm D.$$

Their product is $-0.160\ \mathrm D^3$, equal to $-0.960/6\ \mathrm D^3$. Reversing $\mu_c$ gives the other enantiomer and reverses $d_2$.

A $\sin^2$ envelope has mean $\frac12$, so the peak field is $\mathcal E_{k,0}=2\hbar\theta_k/(|d_k|T)$. For $T=200$ ns this gives 716.8 V/m for pulse 1. The others follow by ratio:

$$716.8\times2\times\frac{0.6928}{0.5000}=1986\ \mathrm{V/m},\qquad716.8\times\frac{0.6928}{0.4619}=1075\ \mathrm{V/m}.$$

After pulse 1 both enantiomers are in $0.7071(|0\rangle+i|a\rangle)$. After pulse 2 they are in

$$0.7071(|0\rangle+\chi|b\rangle).$$

Their populations are still equal; the handedness is in the relative phase. For pulse 3, $s_3=1$ and $\phi_3=\pi/2$, so

$$|0\rangle\to\frac{|0\rangle+|b\rangle}{\sqrt2},\qquad|b\rangle\to\frac{|b\rangle-|0\rangle}{\sqrt2}.$$

The sum of these outputs, divided by $\sqrt2$, is $|b\rangle$. The difference, first minus second, divided by $\sqrt2$, is $|0\rangle$.

These amplitudes assume resonant driving. A separate propagation kept the oscillating fields and all orientational states with $J\le2$. It gave $P_b=0.999996$ for $\chi=+1$ and $P_0=0.999996$ for $\chi=-1$. This checks the resonant approximation within a truncated rigid-rotor model without relaxation, hyperfine structure or centrifugal distortion.

For $\chi=+1$, the missing transfer falls from $7.04\times10^{-5}$ with 50 ns pulses to $4.40\times10^{-6}$ with 200 ns pulses, a factor of 16. Level shifts caused by off-resonant coupling would give this scaling. At fixed area the field varies as $1/T$, the shift as $1/T^2$, the accumulated phase as $1/T$, and the population error as $1/T^2$. The numbers agree with this explanation but do not exclude another error with the same scaling.

Tests with 50 ns pulses covered all eight sign choices of $(\mu_a,\mu_b,\mu_c)$. The result followed $\chi$ to within $7.1\times10^{-5}$ in $P_b$. A coplanar set gave $P_b=0.499981$ for both enantiomers.

## Variation 1: a thermal start

**Question.** A racemic sample starts at temperature $\mathcal T$. With the same pulses, how pure is level $0$ afterwards?

**Solution.** Let $p_0$ and $p_a$ be the initial populations per state. For $\chi=-1$, the sequence returns $|0\rangle$ to itself, so level $0$ finally holds $p_0$.

For $\chi=+1$, trace the final $|0\rangle$ backwards, using $U_k^\dagger=C_k-iG_kS_k$. Undoing pulse 3 gives $(|0\rangle-|b\rangle)/\sqrt2$. Since $s_2=-1$, undoing pulse 2 sends $|b\rangle$ to $i|a\rangle$, giving $(|0\rangle-i|a\rangle)/\sqrt2$. Undoing pulse 1 gives

$$\frac12\left[(|0\rangle-i|a\rangle)-i(|a\rangle-i|0\rangle)\right]=-i|a\rangle.$$

Level $0$ therefore holds $p_a$. The other orientational states do not reach it in the resonant model. With $p_a/p_0=e^{-h(B+C)/k_B\mathcal T}$, the excess of $\chi=-1$ is

$$\frac{p_0-p_a}{p_0+p_a}=\tanh\frac{h(B+C)}{2k_B\mathcal T}.$$

It tends to one when cold and to $h(B+C)/(2k_B\mathcal T)$ when hot. At 1 K, $k_B\mathcal T/h=20.837$ GHz, so the excess is $\tanh[8/(2\times20.837)]=0.1896$. The full-rotor propagation also gives 0.1896.

Emptying level $a$ beforehand removes the contaminant: the propagated excess becomes 0.99989 with 50 ns pulses. Level $b$ is less suitable as the product. The state $|b,\mathbf e_2\rangle$ is untouched by the resonant pulses and keeps its thermal population $p_b$ in both enantiomers, and pulse 2 also moves the population $p_a$ of $|a,\mathbf e_3\rangle$ into $|b,\mathbf e_1\rangle$ in both. The state $|b,\mathbf e_3\rangle$ ends with $p_0$ for $\chi=+1$ and $p_a$ for $\chi=-1$. The excess of $\chi=+1$ in $b$ is therefore $(p_0-p_a)/(p_0+3p_a+2p_b)=0.076$ at 1 K, and only $p_0/(p_0+2p_b)=0.459$ even after level $a$ is emptied.

## Variation 2: travelling waves in an extended sample

**Question.** Can the phase condition hold throughout a sample crossed by three plane waves in vacuum? What contrast remains over a length of 1 cm?

**Solution.** At position $\mathbf r$, $\phi_k$ becomes $\phi_k-\mathbf k_k\cdot\mathbf r$. Thus $\Phi$ becomes $\Phi-\Delta\mathbf k\cdot\mathbf r$, with $\Delta\mathbf k=\mathbf k_1+\mathbf k_2-\mathbf k_3$.

Suppose $\Delta\mathbf k=0$. Since $\omega_1+\omega_2=\omega_3$, also $|\mathbf k_1|+|\mathbf k_2|=|\mathbf k_3|=|\mathbf k_1+\mathbf k_2|$. This forces the three beams to be parallel. Their transverse polarizations then lie in one plane, contrary to the design, so the mismatch cannot vanish.

Let beams 1 and 3 travel along $y$ and beam 2 along $x$; all are perpendicular to their polarizations. Because $k_3-k_1=k_2$,

$$\Delta\mathbf k=k_2(\hat{\mathbf x}-\hat{\mathbf y}),\qquad|\Delta\mathbf k|=\sqrt2\,k_2=88.92\ \mathrm{m^{-1}}.$$

Consider a uniform segment of length $L$ along $\Delta\mathbf k$, with $\Phi=-\pi/2$ at its centre. The mean population difference is

$$\frac1L\int_{-L/2}^{L/2}\cos(|\Delta\mathbf k|r)\,dr=\frac{\sin q}{q},\qquad q=\frac{|\Delta\mathbf k|L}{2}.$$

For $L=0.01$ m, $q=0.4446$ and the difference is 0.9674. The mean $P_b$ is therefore $(1+0.9674)/2=0.9837$ for $\chi=+1$ and $0.0163$ for $\chi=-1$. For small $q$ the population difference falls short of one by $q^2/6$, and the mean $P_b$ for $\chi=+1$ by half as much. At $q=\pi$, or $L\simeq7.1$ cm here, the averaged selection vanishes although each molecule still responds to its local phase. These numbers belong to this beam geometry, which is not the best one. Beam 3 may be tilted in the $xy$ plane to point along $\mathbf k_1+\mathbf k_2$ and stay transverse to $z$. Then $|\Delta\mathbf k|=k_3-\sqrt{k_1^2+k_2^2}=51.5\ \mathrm{m^{-1}}$, the difference over 1 cm along $\Delta\mathbf k$ is 0.989, and the first zero moves to about 12 cm.

The main numerical results are collected in the output below.

## Computed results

```
Rotational constants A, B, C (GHz): 8.0 5.0 3.0
Dipole magnitudes a, b, c (D): 1.2 0.8 1.0
Triple product, chi=+1 and chi=-1 (D^3): 0.960 -0.960
Frequencies 0-a, a-b, 0-b (GHz): 8.0 3.0 11.0
Polarization handedness eta: 1
Phases phi1, phi2, phi3 (rad): 0.0000 0.0000 1.5708
Pulse areas (rad): 1.5708 3.1416 1.5708
Duration of each sin^2 pulse (ns): 200
chi=+1 signed elements d1, d2, d3 (D): 0.6928 -0.5000 0.4619
chi=+1 loop product d1 d2 d3 (D^3): -0.1600
chi=-1 signed elements d1, d2, d3 (D): 0.6928 0.5000 0.4619
chi=-1 loop product d1 d2 d3 (D^3): 0.1600
Peak fields of pulses 1, 2, 3 (V/m): 716.8 1986.4 1075.2
chi=+1 amplitudes 0, a, b after pulse 1: 0.7071+0.0000i 0.0000+0.7071i 0.0000+0.0000i
chi=+1 amplitudes 0, a, b after pulse 2: 0.7071+0.0000i 0.0000+0.0000i 0.7071+0.0000i
chi=+1 amplitudes 0, a, b after pulse 3: 0.0000+0.0000i 0.0000+0.0000i 1.0000+0.0000i
chi=-1 amplitudes 0, a, b after pulse 1: 0.7071+0.0000i 0.0000+0.7071i 0.0000+0.0000i
chi=-1 amplitudes 0, a, b after pulse 2: 0.7071+0.0000i 0.0000+0.0000i -0.7071+0.0000i
chi=-1 amplitudes 0, a, b after pulse 3: 1.0000+0.0000i 0.0000+0.0000i 0.0000+0.0000i
Full rotor, 200 ns pulses, chi=+1: P_0 = 0.000002, P_b = 0.999996
Full rotor, 200 ns pulses, chi=-1: P_0 = 0.999996, P_b = 0.000002
Missing transfer 1-P_b, chi=+1, 50 ns pulses: 7.04e-05
Missing transfer 1-P_b, chi=+1, 200 ns pulses: 4.40e-06
Eight sign choices, 50 ns: largest |P_b-(1+chi)/2| = 7.04e-05
Left-handed polarizations, chi=+1, 50 ns: P_b = 0.00004
Coplanar polarizations, chi=+1 and -1: P_b = 0.499981 0.499981
Off-design areas (rad): 1.0 2.0 0.7; Phi (rad): -1.1
Off-design P_b, chi=+1: rotor 0.4369, formula 0.4374
Off-design P_b, chi=-1: rotor 0.0314, formula 0.0309
Temperature (K): 1.0; kT/h (GHz): 20.837
Thermal excess of chi=-1 in level 0: rotor 0.1896, formula 0.1896
Excess in level 0 with level a emptied first: 0.99989
Wavevector mismatch (1/m): 88.92; sample length (m): 0.01
Sample-averaged P_b, chi=+1 and -1: 0.9837 0.0163
Sample-averaged contrast: 0.9674, formula 0.9674
```
